# The self-consistent ultrasoft pseudo-atom: generation, descreening and an excited chlorine test: verification in Python

```python
"""Self-consistent ultrasoft pseudo-atom on a logarithmic grid, tested on chlorine.

Result under test: with V and D_ij = D0_ij + integral(V Q_ij) rebuilt every cycle,
  (T + V + sum D_ij |b_i><b_j|) phi = e S phi,  S = 1 + sum q_ij |b_i><b_j|,
returns the all-electron valence levels in the generating configuration and
follows the frozen-core atom in an excited one.
Symbols: r radius, x = ln r, u = r * radial function = sqrt(r) * y(x),
p(r) electrons per unit radius, b_i projectors, Q_ij augmentation functions,
q_ij their integrals, D0 descreened and D screened coefficients.
Model: nonrelativistic, spin-unpolarized, spherical LDA. Hartree atomic units.
"""
from functools import lru_cache
from itertools import product
from math import factorial
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, eigh_tridiagonal, solve_banded

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z = 17.0
h = 0.01
x = np.arange(np.log(1e-11), np.log(50.0), h)
r = np.exp(x)
SPHERE = 20.0


def integral(f):
    return h * np.sum(f * r)


def cumulative(f):
    """Running integral over r: trapezoid rule with its first end correction."""
    g = f * r
    return h * (np.cumsum(g) - 0.5 * g) - h**2 / 12 * np.gradient(g, h)


def hartree(p):
    outer = cumulative(p / r)
    return cumulative(p) / r + outer[-1] - outer


def xc(p):
    """Energy per electron and potential: Slater exchange, Perdew-Wang correlation."""
    n = np.maximum(p / (4 * np.pi * r**2), 1e-30)
    rs = (3 / (4 * np.pi * n)) ** (1 / 3)
    ex = -0.75 * (3 * n / np.pi) ** (1 / 3)
    a, a1 = 0.031091, 0.21370
    b1, b2, b3, b4 = 7.5957, 3.5876, 1.6382, 0.49294
    s = np.sqrt(rs)
    den = 2 * a * (b1 * s + b2 * rs + b3 * rs * s + b4 * rs**2)
    dden = 2 * a * (b1 / (2 * s) + b2 + 1.5 * b3 * s + 2 * b4 * rs)
    log = np.log1p(1 / den)
    ec = -2 * a * (1 + a1 * rs) * log
    dec = -2 * a * a1 * log + 2 * a * (1 + a1 * rs) * dden / (den * (den + 1))
    return ex + ec, 4 / 3 * ex + ec - rs / 3 * dec


def eigenstate(l, potential, energy, y, U, D, q):
    """Inverse iteration with Rayleigh-quotient updates.

    Columns of U are sqrt(h) r^1.5 b_i. The shift stays slightly below the
    current level, because a shift equal to the level makes the solve singular.
    """
    for _ in range(10):
        sigma = energy - 1e-7 * (1 + abs(energy))
        w = 0.5 * (l + 0.5) ** 2 + r**2 * (potential - sigma)
        off = -0.5 / h**2 + w / 12
        bands = np.array([off, 1 / h**2 + 10 * w / 12, off])
        s_y = r**2 * y + U @ (q @ (U.T @ y))
        rhs = np.column_stack([s_y, U])
        smooth = rhs * 10 / 12
        smooth[1:] += rhs[:-1] / 12
        smooth[:-1] += rhs[1:] / 12
        sol = solve_banded((1, 1), bands, smooth)
        z, W = sol[:, 0], sol[:, 1:]
        m = D - sigma * q
        small = np.eye(len(m)) + m @ (U.T @ W)
        new = z - W @ np.linalg.solve(small, m @ (U.T @ z))
        norm = new @ (r**2 * new + U @ (q @ (U.T @ new)))
        updated = sigma + (new @ s_y) / norm
        y = new / np.sqrt(h * norm)
        change = updated - energy
        energy = updated
        if abs(change) < 1e-10 * (1 + abs(energy)):
            break
    return energy, y


NO_U, NO_D = np.zeros((r.size, 1)), np.zeros((1, 1))


def first_guesses(l, potential, count, end=None):
    """Lowest levels of a second-order difference matrix, wall at index end."""
    i = np.searchsorted(r, 1e-4)
    t = r[i:end]
    diag = (1 / h**2 + 0.5 * (l + 0.5) ** 2) / t**2 + potential[i:end]
    off = -0.5 / h**2 / (t[:-1] * t[1:])
    e, v = eigh_tridiagonal(diag, off, select="i", select_range=(0, count - 1))
    y = np.zeros((r.size, count))
    y[i:end] = v / t[:, None]
    return e, y


def total_energy(band, p, v_hxc, core):
    return (band - integral(p * v_hxc) + 0.5 * integral(p * hartree(p))
            + integral((p + core) * xc(p + core)[0]))


def all_electron(f3s, f3p):
    occ = {(1, 0): 2, (2, 0): 2, (2, 1): 6, (3, 0): f3s, (3, 1): f3p}
    p = np.zeros_like(r)
    for number, n, zeta in ((2, 1, 16.7), (8, 2, 6.4), (7, 3, 2.03)):
        g = r ** (2 * n) * np.exp(-2 * zeta * r)
        p += number * g / integral(g)
    for _ in range(400):
        v_hxc = hartree(p) + xc(p)[1]
        v = -Z / r + v_hxc
        states, new, band = {}, np.zeros_like(r), 0.0
        for l in (0, 1):
            e, y = first_guesses(l, v, 3 - l)
            for k in range(3 - l):
                key = (k + l + 1, l)
                states[key] = eigenstate(l, v, e[k], y[:, k], NO_U, NO_D, NO_D)
                new += occ[key] * r * states[key][1] ** 2
                band += occ[key] * states[key][0]
        if integral(abs(new - p)) < 1e-8:
            return states, v, total_energy(band, new, v_hxc, 0 * r)
        p = p + 0.4 * (new - p)
    raise RuntimeError("all-electron cycle did not converge")


def outward(l, potential, energy):
    """Regular solution u at any energy, out to r = 3."""
    end = np.searchsorted(r, 3.0)
    g = (l + 0.5) ** 2 + 2 * r[:end] ** 2 * (potential[:end] - energy)
    f = (1 - h**2 * g / 12).tolist()
    y = (r[:2] ** (l + 0.5) * (1 - Z * r[:2] / (l + 1))).tolist()
    for i in range(1, end - 1):
        y.append(((12 - 10 * f[i]) * y[i] - f[i - 1] * y[i - 1]) / f[i + 1])
    u = np.zeros_like(r)
    u[:end] = np.array(y) * np.sqrt(r[:end])
    return u


def scaled_derivatives(f, ic, count):
    """rc^m d^m f / dr^m at rc from an 11-point interpolating polynomial."""
    pts = ic + 3 * np.arange(-5, 6)
    t = (r[pts] / r[ic] - 1) / 0.15
    c = np.linalg.solve(np.vander(t, 11, increasing=True), f[pts])
    return np.array([c[m] * factorial(m) / 0.15**m for m in range(count)])


def power_derivatives(powers, count):
    rows = [np.ones(len(powers))]
    for m in range(1, count):
        rows.append(rows[-1] * (powers - m + 1))
    return np.array(rows)


def local_potential(v, ic, bump):
    """Smooth inside rc; the bump term leaves two derivatives at rc unchanged."""
    powers = np.array([0.0, 2.0, 4.0])
    c = np.linalg.solve(power_derivatives(powers, 3), scaled_derivatives(v, ic, 3))
    s = r[:ic] / r[ic]
    out = v.copy()
    out[:ic] = (s[:, None] ** powers) @ c + bump * (1 - s**2) ** 3
    return out


def make_channel(l, ic, v_loc, energies, waves, weight):
    """Pseudo-waves minimize kinetic energy plus weight * norm inside rc."""
    powers = l + 1.0 + 2 * np.arange(7)
    total = np.add.outer(powers, powers)
    A = power_derivatives(powers, 5)
    K = (np.outer(powers, powers) + l * (l + 1)) / (total - 1) + weight / (total + 1)
    kkt = np.block([[K, A.T], [A, np.zeros((5, 5))]])
    s = (r[:ic] / r[ic])[:, None]
    phi, chi = [], []
    for e, u in zip(energies, waves):
        target = np.concatenate([np.zeros(7), scaled_derivatives(u, ic, 5)])
        c = np.linalg.solve(kkt, target)[:7]
        f = u.copy()
        f[:ic] = (s**powers) @ c
        curvature = c * (powers * (powers - 1) - l * (l + 1))
        kinetic = -0.5 * (s ** (powers - 2)) @ curvature / r[ic] ** 2
        g = np.zeros_like(r)
        g[:ic] = (e - v_loc[:ic]) * f[:ic] - kinetic
        phi.append(f)
        chi.append(g)
    phi, chi, waves = np.array(phi), np.array(chi), np.array(waves)
    B = h * (phi * r) @ chi.T
    beta = np.linalg.inv(B).T @ chi
    Q = waves[:, None] * waves[None] - phi[:, None] * phi[None]
    Q[:, :, ic:] = 0.0
    q = h * (Q @ r)
    D = B + q * np.array(energies)[None, :]
    return {"U": np.sqrt(h) * (r**1.5 * beta).T, "beta": beta, "Q": Q, "q": q,
            "asym": abs(D[0, 1] - D[1, 0]), "D": 0.5 * (D + D.T), "weight": weight,
            "e": energies[0], "e2": energies[1], "y": phi[0] / np.sqrt(r)}


@lru_cache(maxsize=None)
def bessel_basis(l, size):
    """Normalized r * j_l(k r) vanishing on the sphere, on a linear grid."""
    grid = np.linspace(0, SPHERE, 10 * size + 1)[1:]
    base = np.pi * np.arange(1, size + 1)
    k = base.copy()
    if l == 1:
        for _ in range(50):
            k = base + np.arctan(k)
    kr = np.outer(grid, k / SPHERE)
    f = np.sin(kr) if l == 0 else np.sin(kr) / kr - np.cos(kr)
    f /= np.sqrt(grid[0] * np.sum(f * f, axis=0))
    return grid, k / SPHERE, f


def bessel_levels(l, potential, beta, D, q, size):
    """Levels in the sphere and the least eigenvalue of S."""
    grid, k, f = bessel_basis(l, size)
    step = grid[0]
    v = CubicSpline(x, potential)(np.log(grid))
    P = step * f.T @ CubicSpline(x, beta.T)(np.log(grid))
    H = np.diag(0.5 * k**2) + step * f.T @ (v[:, None] * f) + P @ D @ P.T
    S = np.eye(size) + P @ q @ P.T
    least = np.linalg.eigvalsh(S)[0]
    levels = eigh(H, S, eigvals_only=True) if least > 1e-6 else np.full(5, -np.inf)
    return levels, least


def anderson(densities, residuals):
    """Next input density from the last few inputs and their residuals."""
    p = densities[-1] + 0.4 * residuals[-1]
    if len(densities) > 1:
        dp, df = np.diff(densities, axis=0), np.diff(residuals, axis=0)
        root = np.sqrt(r)
        g = np.linalg.lstsq((df * root).T, residuals[-1] * root, rcond=1e-10)[0]
        p = p - g @ (dp + 0.4 * df)
    return p


def valence_scf(occ, v_ion, core, channels, start, update_d=True):
    p = start.copy()
    e = [c["e"] for c in channels]
    y = [c["y"] for c in channels]
    history, densities, residuals = [], [], []
    for cycle in range(1, 201):
        v_hxc = hartree(p) + xc(p + core)[1]
        v = v_ion + v_hxc
        new, D = np.zeros_like(r), []
        for l, c in enumerate(channels):
            D.append(c["D0"] + h * (c["Q"] @ (v * r)) if update_d else c["D"])
            e[l], y[l] = eigenstate(l, v, e[l], y[l], c["U"], D[l], c["q"])
            b = np.sqrt(h) * c["U"].T @ y[l]
            aug = np.einsum("ij,ijk->k", np.outer(b, b), c["Q"])
            new += occ[l] * (r * y[l] ** 2 + aug)
        residual = integral(abs(new - p))
        history.append((cycle, D[0][0, 0], e[0], residual))
        if residual < 1e-7:
            band = occ[0] * e[0] + occ[1] * e[1]
            return {"e": np.array(e), "E": total_energy(band, new, v_hxc, core),
                    "p": new, "V": v, "D": D, "history": history,
                    "norm": [integral(r * f**2) for f in y]}
        densities = densities[-5:] + [p]
        residuals = residuals[-5:] + [new - p]
        p = anderson(densities, residuals)
    tail = [f"{item[3]:.1e}" for item in history[:6] + history[-6:]]
    raise RuntimeError(f"valence cycle did not converge: occ {occ}, levels {e}, "
                       f"residuals {tail}, q {[c['q'].tolist() for c in channels]}, "
                       f"least S {[c.get('least') for c in channels]}")


# Grid solver against hydrogenic levels.
hydrogenic_error = 0.0
for l in (0, 1):
    guess_e, guess_y = first_guesses(l, -Z / r, 3 - l)
    level, _ = eigenstate(l, -Z / r, guess_e[-1], guess_y[:, -1], NO_U, NO_D, NO_D)
    hydrogenic_error = max(hydrogenic_error, abs(level + Z**2 / 18))
assert hydrogenic_error < 1e-5

# All-electron atoms: generating and excited configurations.
ground, excited = (2.0, 5.0), (1.0, 6.0)
states, v_ae, energy_ae = all_electron(*ground)
states_x, _, energy_ae_x = all_electron(*excited)
e_ref = np.array([states[3, l][0] for l in (0, 1)])
e_relaxed = np.array([states_x[3, l][0] for l in (0, 1)])
u_ref = [np.sqrt(r) * states[3, l][1] for l in (0, 1)]
core = sum(f * r * states[key][1] ** 2
           for key, f in (((1, 0), 2), ((2, 0), 2), ((2, 1), 6)))
p_ref = ground[0] * u_ref[0] ** 2 + ground[1] * u_ref[1] ** 2

# Generation: valence and higher levels in a sphere must follow the all-electron ones.
wall = np.searchsorted(r, SPHERE)
sphere_ae = [first_guesses(l, v_ae, 7 - l, wall)[0][2 - l:] for l in (0, 1)]
gaps = (0.5, 0.9)
second_wave = {(l, gap): outward(l, v_ae, e_ref[l] + gap) for l in (0, 1) for gap in gaps}
best, examined, misleading = None, 0, 0
closest = [np.inf, np.inf]
for rc, bump in product((1.8, 1.7, 1.6, 1.5, 1.4), (0.0, 2.0, 4.0, -2.0)):
    ic = np.searchsorted(r, rc)
    v_loc = local_potential(v_ae, ic, bump)
    chosen = []
    for l in (0, 1):
        good = []
        for weight, gap in product((0.0, 30.0, 300.0), gaps):
            second = second_wave[l, gap] * (u_ref[l][ic] / second_wave[l, gap][ic])
            c = make_channel(l, ic, v_loc, [e_ref[l], e_ref[l] + gap],
                             [u_ref[l], second], weight)
            levels, c["least"] = bessel_levels(l, v_loc, c["beta"], c["D"], c["q"], 100)
            c["sphere"] = np.max(abs(levels[:5] - sphere_ae[l]))
            closest[l] = min(closest[l], c["sphere"])
            examined += 1
            if abs(levels[0] - e_ref[l]) < 2e-3:
                if c["sphere"] < 0.02:
                    good.append(c)
                else:
                    misleading += 1
        if good:
            chosen.append(max(good, key=lambda item: min(item["least"], 0.5)))
    if len(chosen) == 2:
        score = min(0.5, chosen[0]["least"], chosen[1]["least"])
        if best is None or score > best[0]:
            best = (score, ic, bump, v_loc, chosen)
        if score >= 0.5:
            break
if best is None:
    raise RuntimeError(f"no acceptable candidate; closest sphere errors {closest}")
_, ic, bump, v_loc, channels = best
asymmetry = max(c["asym"] for c in channels)
assert asymmetry < 1e-6

# Descreening, with and without the core density in exchange-correlation.
for c in channels:
    c["D0"] = c["D"] - h * (c["Q"] @ (v_loc * r))
v_ion = v_loc - hartree(p_ref) - xc(p_ref + core)[1]
v_ion_nocore = v_loc - hartree(p_ref) - xc(p_ref)[1]

# Self-consistent runs from a density that belongs to neither configuration.
start = 3.5 * (u_ref[0] ** 2 + u_ref[1] ** 2)
bare = [{"U": NO_U, "D0": NO_D, "D": NO_D, "q": NO_D, "Q": np.zeros((1, 1, r.size)),
         "e": e_ref[l], "y": states[3, l][1]} for l in (0, 1)]
v_frozen = -Z / r + hartree(core)
fc = valence_scf(ground, v_frozen, core, bare, start)
fc_x = valence_scf(excited, v_frozen, core, bare, start)
ps = valence_scf(ground, v_ion, core, channels, start)
ps_x = valence_scf(excited, v_ion, core, channels, start)
fixed_d = valence_scf(excited, v_ion, core, channels, start, update_d=False)
nocore = valence_scf(ground, v_ion_nocore, 0 * r, channels, start)
nocore_x = valence_scf(excited, v_ion_nocore, 0 * r, channels, start)

reference_error = np.max(abs(ps["e"] - e_ref))
density_error = integral(abs(ps["p"] - p_ref))
assert reference_error < 1e-5 and density_error < 1e-4

# Excited Hamiltonian diagonalized in another basis on another grid.
basis_e = np.array([bessel_levels(l, ps_x["V"], channels[l]["beta"], ps_x["D"][l],
                                  channels[l]["q"], 300)[0][0] for l in (0, 1)])
basis_error = np.max(abs(basis_e - ps_x["e"]))
assert basis_error < 2e-5, basis_error

# Energy derivative along a 3p -> 3s transfer against the level difference.
d = 0.05
middle = valence_scf((1.5, 5.5), v_ion, core, channels, start)
plus = valence_scf((1.5 + d, 5.5 - d), v_ion, core, channels, start)
minus = valence_scf((1.5 - d, 5.5 + d), v_ion, core, channels, start)
slope = (plus["E"] - minus["E"]) / (2 * d)
level_gap = middle["e"][0] - middle["e"][1]
assert abs(slope - level_gap) < 2e-5, (slope, level_gap)

# Transferability, and the effect of holding D fixed.
err_updated = np.max(abs(ps_x["e"] - fc_x["e"]))
err_fixed = np.max(abs(fixed_d["e"] - fc_x["e"]))
err_nocore = np.max(abs(nocore_x["e"] - fc_x["e"]))
de_ps, de_fc = ps_x["E"] - ps["E"], fc_x["E"] - fc["E"]
de_ae, de_nocore = energy_ae_x - energy_ae, nocore_x["E"] - nocore["E"]
assert err_updated < 1e-3 and abs(de_ps - de_fc) < 1e-3, (err_updated, de_ps, de_fc)
assert err_fixed > 3 * err_updated, (err_fixed, err_updated)
assert np.max(abs(ps_x["e"] - e_relaxed)) < 5e-3 and abs(de_ps - de_ae) < 5e-3

print(f"Cl, Z = {Z:.0f}; grid points {r.size}, step in ln r {h}")
print(f"grid from {r[0]:.1e} to {r[-1]:.2f} bohr")
print(f"hydrogenic n=3 level error {hydrogenic_error:.1e} Ha")
print(f"all-electron 3s2 3p5: e3s {e_ref[0]:.6f}, e3p {e_ref[1]:.6f} Ha")
print(f"all-electron total energy 3s2 3p5 {energy_ae:.5f} Ha")
print(f"channel candidates examined {examined}")
print(f"valence level right but higher sphere levels wrong: {misleading}")
print(f"cutoff radius {r[ic]:.4f} bohr; V_loc bump {bump:.1f} Ha")
print(f"V_loc at origin {v_loc[0]:.4f}, at cutoff {v_loc[ic]:.4f} Ha")
for name, c in zip("sp", channels):
    for key, unit in (("q", ""), ("D", " Ha"), ("D0", " Ha")):
        m = c[key]
        print(f"{name} {key}: 11 {m[0,0]:.5f}, 12 {m[0,1]:.5f}, 22 {m[1,1]:.5f}{unit}")
    print(f"{name} second energy {c['e2']:.6f} Ha; norm weight {c['weight']:.0f}")
    print(f"{name} least eigenvalue of S {c['least']:.4f}; "
          f"largest sphere-level error {c['sphere']:.4f} Ha")
print(f"largest |D12 - D21| before symmetrizing {asymmetry:.1e} Ha")
print(f"reference run: cycles {len(ps['history'])}, level error {reference_error:.1e} Ha")
print(f"reference run: integrated density error {density_error:.1e} electrons")
print(f"reference smooth norms: 3s {ps['norm'][0]:.5f}, 3p {ps['norm'][1]:.5f}")
print("excited run 3s1 3p6: cycle, D11(s) Ha, e3s Ha, residual electrons")
for i in sorted({0, 1, 2, 4, len(ps_x["history"]) - 1}):
    if i < len(ps_x["history"]):
        n, d11, e3s, res = ps_x["history"][i]
        print(f"  {n:3d} {d11:.6f} {e3s:.6f} {res:.1e}")
print(f"excited smooth norms: 3s {ps_x['norm'][0]:.5f}, 3p {ps_x['norm'][1]:.5f}")
print(f"excited charge: smooth {np.dot(excited, ps_x['norm']):.5f}, "
      f"augmented {integral(ps_x['p']):.5f} electrons")
for label, e in (("pseudo-atom", ps_x["e"]), ("Bessel basis", basis_e),
                 ("frozen-core AE", fc_x["e"]), ("relaxed AE", e_relaxed),
                 ("pseudo, D fixed", fixed_d["e"]), ("pseudo, no core xc", nocore_x["e"])):
    print(f"excited {label}: e3s {e[0]:.6f}, e3p {e[1]:.6f} Ha")
print(f"largest level error vs frozen core: D updated {err_updated:.2e} Ha")
print(f"largest level error vs frozen core: D fixed {err_fixed:.2e} Ha")
print(f"largest level error vs frozen core: no core xc {err_nocore:.2e} Ha")
print(f"pseudo-atom energies: ground {ps['E']:.6f}, excited {ps_x['E']:.6f} Ha")
print(f"excitation, pseudo-atom {de_ps:.6f} Ha = {de_ps * HARTREE_EV:.4f} eV")
print(f"excitation, frozen-core AE {de_fc:.6f} Ha = {de_fc * HARTREE_EV:.4f} eV")
print(f"excitation, relaxed AE {de_ae:.6f} Ha = {de_ae * HARTREE_EV:.4f} eV")
print(f"excitation, pseudo without core xc {de_nocore:.6f} Ha")
print(f"3s1.5 3p5.5, transfer step {d}: dE/df {slope:.6f} Ha")
print(f"3s1.5 3p5.5: e3s - e3p {level_gap:.6f} Ha")
print("PASS")
```

Printed output:

```
Cl, Z = 17; grid points 2925, step in ln r 0.01
grid from 1.0e-11 to 49.98 bohr
hydrogenic n=3 level error 2.4e-08 Ha
all-electron 3s2 3p5: e3s -0.754350, e3p -0.320301 Ha
all-electron total energy 3s2 3p5 -458.65828 Ha
channel candidates examined 12
valence level right but higher sphere levels wrong: 0
cutoff radius 1.8068 bohr; V_loc bump 0.0 Ha
V_loc at origin -3.0673, at cutoff -0.8677 Ha
s q: 11 0.33922, 12 0.69934, 22 1.43694
s D: 11 -0.75433, 12 -1.34841, 22 -2.29398 Ha
s D0: 11 -0.02752, 12 0.15758, 22 0.81802 Ha
s second energy -0.254350 Ha; norm weight 30
s least eigenvalue of S 0.8827; largest sphere-level error 0.0074 Ha
p q: 11 0.19741, 12 0.37933, 22 0.71321
p D: 11 -0.23565, 12 -0.36548, 22 -0.48547 Ha
p D0: 11 0.19009, 12 0.45363, 22 1.05973 Ha
p second energy 0.179699 Ha; norm weight 0
p least eigenvalue of S 0.6391; largest sphere-level error 0.0031 Ha
largest |D12 - D21| before symmetrizing 2.5e-07 Ha
reference run: cycles 15, level error 8.1e-08 Ha
reference run: integrated density error 1.3e-06 electrons
reference smooth norms: 3s 0.66078, 3p 0.80259
excited run 3s1 3p6: cycle, D11(s) Ha, e3s Ha, residual electrons
    1 -0.718019 -0.683406 1.3e+00
    2 -0.757952 -0.762114 2.9e-01
    3 -0.766814 -0.779363 7.4e-02
    5 -0.766266 -0.777829 7.5e-04
   60 -0.766238 -0.777759 9.2e-08
excited smooth norms: 3s 0.65563, 3p 0.79579
excited charge: smooth 5.43039, augmented 7.00000 electrons
excited pseudo-atom: e3s -0.777759, e3p -0.339559 Ha
excited Bessel basis: e3s -0.777759, e3p -0.339559 Ha
excited frozen-core AE: e3s -0.777757, e3p -0.339560 Ha
excited relaxed AE: e3s -0.777734, e3p -0.339550 Ha
excited pseudo, D fixed: e3s -0.771959, e3p -0.339150 Ha
excited pseudo, no core xc: e3s -0.776306, e3p -0.339618 Ha
largest level error vs frozen core: D updated 1.81e-06 Ha
largest level error vs frozen core: D fixed 5.80e-03 Ha
largest level error vs frozen core: no core xc 1.45e-03 Ha
pseudo-atom energies: ground -38.124168, excited -37.688015 Ha
excitation, pseudo-atom 0.436153 Ha = 11.8683 eV
excitation, frozen-core AE 0.436152 Ha = 11.8683 eV
excitation, relaxed AE 0.436146 Ha = 11.8681 eV
excitation, pseudo without core xc 0.435428 Ha
3s1.5 3p5.5, transfer step 0.05: dE/df -0.436168 Ha
3s1.5 3p5.5: e3s - e3p -0.436168 Ha
PASS
```
